The surface term of a spherical dipolar crystal in a dielectric

A neutral cell of volume V holds fixed point charges qᵢ at positions rᵢ. Its dipole moment is

M = Σᵢ qᵢ rᵢ, with Σᵢ qᵢ = 0,

so M does not depend on the origin. Whole copies of the cell are placed at all lattice vectors n with |n| ≤ R. This crystal sits in a spherical vacuum cavity of radius a, centred on n = 0. The cavity encloses all charges with a fixed small gap, so a = R + O(1). Outside it is a linear, uniform medium of static permittivity ε' ≥ 1.

The algebra uses atomic units, in which two charges interact with energy qq'/r. The quantity sought is the central cell's share of the energy,

E = ½ Σᵢ qᵢ φ(rᵢ),

for R → ∞. Here φ is the potential of all other charges and of the polarised medium. For pairs of charges, the factor ½ shares each pair energy equally. For the medium, it is the usual factor for a linear response, and E is then a free energy at fixed temperature.

**(a) Take ε' = 1. Show that the sum over cells converges when it is taken in growing spheres, and that a factor exp(−s n²) may be inserted if s → 0 at the end.**

Write rᵢⱼ = rᵢ − rⱼ. The cell at n ≠ 0 contributes

u(n) = ½ Σᵢⱼ qᵢqⱼ / |n + rᵢⱼ|.

For large n = |n| and a fixed vector d,

1/|n + d| = 1/n − n·d/n³ + [3(n·d)² − n²d²]/(2n⁵) + O(n⁻⁴).

Set d = rᵢⱼ and sum with the weights qᵢqⱼ. The first two terms vanish by neutrality. For the third, let A and B label Cartesian components and multiply out (rᵢ − rⱼ)_A (rᵢ − rⱼ)_B. Products with both factors from the same ion vanish by neutrality, and the two mixed products remain:

Σᵢⱼ qᵢqⱼ (rᵢⱼ)_A (rᵢⱼ)_B = −2 M_A M_B. (1)

Hence

u(n) = g(n̂)/n³ + O(n⁻⁴), g(n̂) = ½[M² − 3(n̂·M)²]. (2)

The O(n⁻⁴) part converges absolutely in three dimensions. The dipole part does not, because the number of cells in a shell grows as n². However, the angular mean of (n̂·M)² is M²/3, so the mean of g is zero.

Let A(R) be the sum of g(n̂) over 0 < |n| ≤ R. Compare V·A(R) with the integral of g over the ball, which is zero. Within one cell g varies by O(1/n), and these errors add up to O(R²). The cells cut by the boundary also number O(R²). Therefore A(R) = O(R²). Partial summation gives

Σ_{R₁<|n|≤R} g/n³ = A(R)/R³ − A(R₁)/R₁³ + 3 ∫_{R₁}^{R} A(x) x⁻⁴ dx = O(1/R₁),

so the spherical sum converges for every lattice.

Now let S(x) be the energy summed over |n| ≤ x, including the central cell. The damped sum is

Σ_n u(n) exp(−s n²) = ∫₀^∞ S(x) 2s x exp(−s x²) dx.

The weight 2s x exp(−s x²) has unit integral and moves to ever larger x as s → 0. The damped sum thus tends to the limit of S(x), which is the spherical sum.

**(b) Separate the damped sum into a short-range part and a smooth part, and write the smooth part as a sum over reciprocal vectors k.**

For s > 0 each pair sum converges by itself and can be rearranged. For any α > 0,

1/x = erfc(αx)/x + (2/√π) ∫₀^α exp(−t²x²) dt,

because the integral term equals erf(αx)/x. The erfc part converges absolutely even without damping, so s can be set to zero there.

The smooth part is easiest to sum if the term i = j, n = 0 is included. At x = 0 the integral term equals 2α/√π, so the energy added is ½ Σᵢ qᵢ² · 2α/√π, which must be subtracted again. With a prime marking the omission of i = j at n = 0,

E(1) = ½ Σᵢⱼ Σ'_n qᵢqⱼ erfc(α|n + rᵢⱼ|)/|n + rᵢⱼ| − (α/√π) Σᵢ qᵢ² + lim_{s→0} ½ Σᵢⱼ qᵢqⱼ G(rᵢⱼ), (3)

G(r) = (2/√π) ∫₀^α dt Σ_n exp(−t²|n + r|² − s n²).

Put w = t² + s and complete the square:

t²|n + r|² + s n² = w n² + 2t² n·r + t²r² = w|n + t²r/w|² + t²r² − t⁴r²/w.

The last two terms combine to t²r²(w − t²)/w = t²s r²/w.

The remaining lattice sum, Σ_n exp(−w|n + c|²) with c = t²r/w, is periodic in c. Its Fourier coefficient is an integral over one cell of a sum over all cells, hence an integral over all space:

(1/V) ∫ exp(−w y² − i k·y) d³y = (1/V)(π/w)^{3/2} exp(−k²/4w).

Using (2/√π)π^{3/2} = 2π,

G(r) = (2π/V) Σ_k ∫₀^α dt w^{−3/2} exp(−k²/4w) exp(i k·r t²/w) exp(−t²s r²/w). (4)

**(c) Find the limit s → 0 of the terms with k ≠ 0.**

The limit may be taken under the sum and the integral. For s ≤ 1 we have w ≤ W = α² + 1. Splitting the exponential into two equal factors gives

w^{−3/2} exp(−k²/4w) ≤ C |k|⁻³ exp(−k²/8W),

with a constant C. The right side does not depend on s or t, and it is summable over k ≠ 0. Setting s = 0 leaves

(2π/V) exp(i k·r) ∫₀^α t⁻³ exp(−k²/4t²) dt.

With v = 1/t² and dv = −2t⁻³ dt, the integral is

½ ∫_{1/α²}^∞ exp(−k²v/4) dv = (2/k²) exp(−k²/4α²).

Each k therefore gives (4π/(V k²)) exp(−k²/4α²) exp(i k·r). The double sum over ions turns the phases into the square of a structure factor, S_k = Σᵢ qᵢ exp(i k·rᵢ). Together with the first two terms of (3), this is the Ewald energy:

E_Ewald = ½ Σᵢⱼ Σ'_n qᵢqⱼ erfc(α|n + rᵢⱼ|)/|n + rᵢⱼ| − (α/√π) Σᵢ qᵢ² + (2π/V) Σ_{k≠0} exp(−k²/4α²) |S_k|²/k². (5)

**(d) Find what the k = 0 term adds.**

If s were set to zero at once, the integrand would be t⁻³ and the integral would diverge. The limit must be taken after integration. The term is

G₀(r) = (2π/V) ∫₀^α w^{−3/2} exp(−y) dt, y = t²s r²/w.

Write exp(−y) = 1 − y + ρ, where 0 ≤ ρ ≤ y²/2. Three integrals are needed. They follow by differentiating t w^{−1/2}, t³w^{−3/2} and t⁵w^{−5/2}, with dw/dt = 2t and w − t² = s:

∫₀^α w^{−3/2} dt = α/[s(α²+s)^{1/2}],

∫₀^α t²w^{−5/2} dt = α³/[3s(α²+s)^{3/2}],

∫₀^α t⁴w^{−7/2} dt = α⁵/[5s(α²+s)^{5/2}].

The constant part of G₀ grows as 2π/(V s). It is the same for all pairs, so it is multiplied by Σᵢⱼ qᵢqⱼ = 0. For a charged cell it would not cancel, and the energy would diverge.

The part linear in y carries a factor s, which cancels the 1/s of the second integral:

−(2π s r²/V) · α³/[3s(α²+s)^{3/2}] → −2πr²/(3V).

The remainder is at most (2π/V)(s²r⁴/2)/(5s) = π s r⁴/(5V), which vanishes with s.

The trace of (1) is Σᵢⱼ qᵢqⱼ rᵢⱼ² = −2M². The k = 0 term thus contributes

½ · (−2π/(3V)) · (−2M²) = 2πM²/(3V),

and the spherical sum in vacuum is

E(1) = E_Ewald + 2πM²/(3V). (6)

Neither E(1) nor the dipole term contains α, so E_Ewald does not depend on α either.

**(e) Now let ε' be larger than 1. Find the potential that the polarised medium produces at the central cell, and its energy.**

Start with one charge q at distance d from the centre of the cavity. With P_l the Legendre polynomials of the angle from the direction of the charge, the potential is

φ = q Σ_l [d^l/r^{l+1} + B_l r^l] P_l for d < r < a,

φ = q Σ_l C_l r^{−l−1} P_l for r > a.

The terms with B_l come from the medium and hold throughout the cavity. At r = a both φ and the normal displacement ε ∂φ/∂r are continuous. With b = B_l a^{2l+1} these conditions are

d^l + b = C_l,

−(l+1)d^l + l b = −ε'(l+1)C_l.

Eliminating C_l gives b[ε'(l+1) + l] = −(ε' − 1)(l+1)d^l, so

B_l = c_l d^l/a^{2l+1}, c_l = −(ε' − 1)(l+1)/[ε'(l+1) + l]. (7)

Next, sum over all charges of the crystal, at positions Rⱼ with angles γⱼ to r:

φ_med(r) = Σ_l c_l (r^l/a^{2l+1}) Σⱼ qⱼ Rⱼ^l P_l(cos γⱼ).

The term l = 0 is proportional to the total charge and vanishes.

For l ≥ 2, neutrality means that a cell responds only to the variation of Rⱼ^l P_l across it, which is at most of order l²a^{l−1}. There are O(R³) cells, so the term is at most of order l²r^l/a^{l−1}. Since |c_l| ≤ 1 and r stays fixed, the sum of all terms with l ≥ 2 is O(1/R).

For l = 1, the inner sum times r is r·Σⱼ qⱼRⱼ = N r·M, where N is the number of cells. As R grows, N/a³ → 4π/(3V). With c₁ = −2(ε' − 1)/(2ε' + 1), the potential becomes

φ_med(r) = −F·r, F = [2(ε' − 1)/(2ε' + 1)] · 4πM/(3V).

The medium produces a uniform field F along M. The energy it adds to the central cell is

½ Σᵢ qᵢ φ_med(rᵢ) = −½ M·F = −[2(ε' − 1)/(2ε' + 1)] · 2πM²/(3V). (8)

**(f) Combine the results. What happens when the surrounding medium becomes a conductor, and what is the physical meaning of the extra term?**

Adding (6) and (8) gives the bracket

1 − 2(ε' − 1)/(2ε' + 1) = (2ε' + 1 − 2ε' + 2)/(2ε' + 1) = 3/(2ε' + 1),

and therefore

E(ε') = E_Ewald + 2πM²/[(2ε' + 1)V]. (9)

This is the de Leeuw–Perram–Smith surface term. For ε' = 1 it is the vacuum result. For ε' → ∞ it vanishes, and E_Ewald remains. Leaving out k = 0 in the Ewald sum thus describes a sphere surrounded by a conductor. The estimates in (e) hold uniformly for ε' ≥ 1, so the limits R → ∞ and ε' → ∞ may be taken in either order.

The extra term is the energy of the cell dipole in a macroscopic field. Let P = M/V be the polarisation. In vacuum, the outer potential of a uniformly polarised sphere is (4πR³/3) P·r/r³. The inner potential that joins it continuously at r = R is (4π/3) P·r, which is a field −4πP/3. Adding F gives

E_mac = −(4πP/3) · 3/(2ε' + 1) = −4πP/(2ε' + 1).

The surface term equals −½ M·E_mac. It is positive because this field opposes the dipole. A conductor screens the field completely. The force that the term exerts on ion i is

−∂/∂rᵢ {2πM²/[(2ε' + 1)V]} = −4πqᵢM/[(2ε' + 1)V] = qᵢ E_mac,

so every ion feels the same uniform field.

**(g) Evaluate the terms for a cubic model cell of edge 10 Å with these four ions:**

+1 e at (1, 0.5, 2) Å
−1 e at (−1, 0.5, −1) Å
+0.5 e at (2, −2, 0.5) Å
−0.5 e at (0, 2, −0.5) Å

The components of the dipole, in e Å, are

M_x = 1 + 1 + 1 − 0 = 3,
M_y = 0.5 − 0.5 − 1 − 1 = −2,
M_z = 2 + 1 + 0.25 + 0.25 = 3.5,

so M² = 9 + 4 + 12.25 = 25.25 e² Å². In eV and Å, a Coulomb energy carries the factor 14.39965 eV Å per e². The vacuum surface term is

14.39965 × 2π × 25.25/(3 × 1000) = 0.7615 eV,

or 0.02798 hartree. Numerical evaluation of (5) gives E_Ewald = −3.3770 eV. Equation (6) then predicts

E(1) = −3.3770 + 0.7615 = −2.6155 eV.

An explicit sum of 1/r over all cells in a sphere also gives −2.6155 eV, at R = 50, 100 and 300 Å alike.

For other surroundings the vacuum term is multiplied by 3/(2ε' + 1):

ε' = 2: 0.4569 eV
ε' = 10: 0.1088 eV
ε' = 80: 0.0142 eV
ε' → ∞: 0

The approach to the limit in (e) can be followed for ε' = 10, where the medium should add 0.1088 − 0.7615 = −0.6527 eV. Take explicit crystals in a cavity that ends 1 Å beyond the outermost charge, and sum the multipole terms of (e) up to l = 4. The medium then adds −0.5809, −0.6149 and −0.6280 eV for R = 100, 200 and 300 Å.

This slow convergence comes from the cavity being larger than the crystal: it must clear the outermost charge, so a exceeds R by a few Å, of which the 1 Å gap is only a part. The l = 1 term is proportional to N/a³, and for the largest crystal the total cell volume is the fraction NV/(4πa³/3) = 0.9622 of the cavity volume. Dividing −0.6280 eV by this fraction gives −0.6527 eV.

**(h) Which choices, besides ε', does the surface term depend on?**

It depends first on which ions form the repeated cell. Move the −1 e ion by +10 Å along z, a lattice vector. M_z falls by 10 e Å to −6.5 e Å, and M² rises to 9 + 4 + 42.25 = 55.25 e² Å². E_Ewald stays at −3.3770 eV, because exp(i k·n) = 1 and the real-space sum is merely relabelled. The vacuum surface term becomes 0.7615 × 55.25/25.25 = 1.666 eV, which predicts a total of −1.711 eV. The explicit sum up to R = 300 Å also gives −1.711 eV.

The two crystals have the same interior. One sublattice has been shifted as a whole by a lattice vector, so they differ in the ions at their surfaces, and the field of this surface charge reaches the centre. In (9), M must therefore belong to the cell whose copies build the finite crystal.

The term also depends on the shape of the growing crystal. Let the boundary lie at distance Rρ(Ω) in direction Ω, with unit vector û. For large R, the cells between this boundary and the sphere can be summed as an integral of (2) with density 1/V. The radial integral of r²/r³ gives ln ρ, so in vacuum the energy changes by

ΔE = (1/2V) ∫ dΩ [M² − 3(û·M)²] ln ρ(Ω).

For the flattened ellipsoid x² + y² + 4z² ≤ R², put c = cos θ. Then ρ = (1 + 3c²)^{−1/2}, and averaging over the azimuth turns the bracket into (1 − 3c²)[M_z² − ½(M_x² + M_y²)]. For the original four ions the last factor is 12.25 − 6.5 = 5.75 e² Å². Numerical integration gives a predicted total of −2.5146 eV, about 0.101 eV above the spherical value. The explicit sum with R = 400 Å gives −2.5139 eV. The remaining difference of 0.0007 eV belongs to a finite sum, whose boundary error falls at least as fast as 1/R by the argument in (a).

Cubic symmetry of the lattice is not required. For the same ions in an 8 × 10 × 13 Å cell, equation (6) and the explicit spherical sum up to 400 Å both give −2.4546 eV.

Equation (9) thus holds for neutral cells of fixed charges, repeated whole over a growing sphere, in a uniform linear medium. If M = 0, the dipole part of (2) is absent, the sum converges absolutely, and the energy is E_Ewald for every ε' in the spherical geometry, and for every such shape in vacuum.

All numerical values are calculated from the stated model.
